# Landau-Zener probability for a spin-changing surface reaction, derived in two ways, part 2

A metal precursor can change spin from quartet to doublet where the pure-spin energies \(E_Q\) and \(E_D\) cross, on the seam. The problem is to find the probability \(P\) of changing spin in one passage, and from it the reaction rate. Let \(x\) be the distance along the normal to the seam and \(\mu\) the effective mass. Near the crossing \(E_Q=F_Qx\), \(E_D=F_Dx\) and \(\Delta F=F_Q-F_D>0\). The speed \(v\), with \(x=vt\), and the spin-orbit coupling \(\sigma\) are taken as constant. With \(\alpha=v\,\Delta F/\hbar\) and \(g=\sigma/\hbar\), the amplitudes \(a\) (quartet) and \(b\) (doublet) obey

\[
i\dot a=\alpha t\,a+g\,b,\qquad i\dot b=g\,a. \tag{1}
\]

The system starts as a quartet. The first derivation wrote \(a(t)=\int_\Gamma A(\omega)e^{-i\omega t}d\omega\) and found

\[
A(\omega)=C\,e^{i\omega^2/2\alpha}\,\omega^{-ig^2/\alpha}, \tag{3}
\]

with \(C\) a constant. The path \(\Gamma\) passes above the branch point \(\omega=0\), with the cut along the negative imaginary axis. This choice starts the system in the quartet. At large \(|t|\)

\[
a(t)\to C\sqrt{2\pi\alpha}\;e^{i\pi/4}e^{-i\alpha t^2/2}(\alpha t)^{-ig^2/\alpha}. \tag{4}
\]

The result, called Landau-Zener below, is

\[
P=1-\exp\!\left(-\frac{2\pi\sigma^2}{\hbar v\,\Delta F}\right), \tag{5}
\]

or \(P=1-e^{-2\pi\Lambda}\) with \(\Lambda=g^2/\alpha\). It is the same for both directions of passage.

If a constant matrix \(V\) couples several substates, with equal energies within each spin state, a change of basis reduces the problem to separate pairs. Each pair obeys (5), with a singular value of \(V\) as its coupling. For the quartet and doublet the coupling is \(i\lambda\,\mathbf n\cdot\mathbf T\), with a real number \(\lambda\), a real unit vector \(\mathbf n\) and a spin vector \(\mathbf T\). If the spin projection \(M\) is taken along \(\mathbf n\), only the quartet substates \(M=\pm1/2\) are coupled, each with strength \(\sigma\). An unpolarised quartet therefore changes spin with probability \(P/2\).

Boltzmann's constant is \(k\), and \(h=2\pi\hbar\).

### Solution by summing all returns

The second derivation follows the system as it leaves the quartet and comes back, any number of times. Remove the quartet's own phase by writing \(a=\tilde a\,e^{-i\alpha t^2/2}\). The derivative of the phase cancels the term \(\alpha t\,a\), and

\[
i\dot{\tilde a}=g\,e^{i\alpha t^2/2}\,b,\qquad
i\dot b=g\,e^{-i\alpha t^2/2}\,\tilde a .
\]

Set \(\tilde a(-\infty)=1\) and \(b(-\infty)=0\). Integrating the second equation and inserting it in the first gives

\[
\tilde a(\infty)=1-g^2\int_{-\infty}^{\infty}\!ds_2\int_{-\infty}^{s_2}\!ds_1\,
e^{i\alpha(s_2^2-s_1^2)/2}\,\tilde a(s_1),
\]

where the sign comes from \((-i)^2\). The system leaves the quartet at \(s_1\) and returns at \(s_2\). Repeated insertion of the same relation for \(\tilde a(s_1)\) produces a series,

\[
\tilde a(\infty)=\sum_{n=0}^{\infty}(-g^2)^nI_n,\qquad
I_n=\int_{s_1<s_2<\dots<s_{2n}}\!\!
\exp\!\Big[\frac{i\alpha}{2}\sum_{k=1}^n(s_{2k}^2-s_{2k-1}^2)\Big]d^{2n}s ,
\]

with \(I_0=1\). The term \(n\) describes \(n\) visits to the doublet.

The time ordering makes \(I_n\) awkward in these variables. Let \(y_k=s_{2k}-s_{2k-1}\) be the duration of visit \(k\), and let \(Y_k=y_1+\dots+y_k\), with \(Y_0=0\). Define \(x_k\) as the departure time with all earlier visits subtracted:

\[
s_{2k-1}=x_k+Y_{k-1},\qquad s_{2k}=x_k+Y_k .
\]

In the order \(x_1,y_1,x_2,y_2,\dots\) the matrix of this transformation is triangular with ones on its diagonal, so its determinant is 1. The condition \(s_{2k-1}<s_{2k}\) becomes \(y_k>0\), and \(s_{2k}<s_{2k+1}\) becomes \(x_k<x_{k+1}\). The phase becomes

\[
\sum_k(s_{2k}^2-s_{2k-1}^2)
=\sum_k\left[2x_k(Y_k-Y_{k-1})+Y_k^2-Y_{k-1}^2\right]
=2\sum_kx_ky_k+Y_n^2 ,
\]

because \(Y_k-Y_{k-1}=y_k\) and the squares cancel between neighbouring terms.

This expression is unchanged when the pairs \((x_k,y_k)\) are permuted. Each of the \(n!\) orderings of the \(x_k\) therefore gives the same integral, and the ordering can be dropped in exchange for a factor \(1/n!\):

\[
I_n=\frac1{n!}\int_{-\infty}^{\infty}\!d^nx\int_0^\infty\!d^ny\;
e^{i\alpha\sum_kx_ky_k+i\alpha Y_n^2/2}.
\]

The integrals over \(x_k\) do not converge absolutely. Give each a factor \(e^{-\eta x_k^2}\), with \(\eta\to0^+\) at the end. Completing the square gives

\[
\int_{-\infty}^{\infty}e^{i\alpha xy-\eta x^2}dx
=\sqrt{\frac{\pi}{\eta}}\;e^{-\alpha^2y^2/4\eta}.
\]

This is a peak in \(y\) of width of order \(\sqrt\eta/\alpha\). Within it \(\alpha Y_n^2\) is of order \(\eta/\alpha\), so the last phase factor tends to 1. What remains is a product of \(n\) equal half-Gaussian integrals:

\[
\sqrt{\frac{\pi}{\eta}}\int_0^\infty e^{-\alpha^2y^2/4\eta}dy
=\sqrt{\frac{\pi}{\eta}}\;\frac12\;\frac{\sqrt{4\pi\eta}}{\alpha}
=\frac{\pi}{\alpha}.
\]

Therefore \(I_n=(\pi/\alpha)^n/n!\), and the series is that of an exponential:

\[
\tilde a(\infty)=\sum_{n=0}^\infty\frac{1}{n!}\left(-\frac{\pi g^2}{\alpha}\right)^n
=e^{-\pi g^2/\alpha}.
\]

Squaring and subtracting from 1 gives \(P=1-e^{-2\pi\Lambda}\), as before.

The derivation extends directly to several substates. Each visit then contributes the matrix \(VV^\dagger/\hbar^2\) in place of \(g^2\). All visits contribute the same matrix, so no question of ordering arises, and the return amplitude is \(\exp[-\pi VV^\dagger/(\hbar^2\alpha)]\). The eigenvalues of \(VV^\dagger\) are the squares of the singular values, in agreement with the earlier reduction to pairs.

### What each derivation assumes

Both derivations assume a gap linear in time, a constant coupling and infinitely distant end points. They use the assumptions in different places.

In the contour derivation the linear gap makes the frequency equation first order. A quadratic term in the gap would add a second derivative, and the closed form (3) would be lost. The initial condition enters through the side on which the path passes the branch point. The large-time limit needs only the stationary point and an estimate of the loop around the cut. The representation also gives the amplitudes at intermediate times.

In the series derivation the linear gap makes the phase symmetric under permutation of the visits. A time-dependent coupling would in general spoil this symmetry, since \(g\) would depend on the true times \(s_j\), which contain the earlier visits. This derivation further assumes that the convergence factor, inserted after the change of variables, gives the same value as the limit of distant end points placed symmetrically about the crossing. That was not proved here. By (4), unequal end times \(-T_1\) and \(T_2\) add a phase \(-(g^2/\alpha)\ln(T_2/T_1)\) to the return amplitude, which does not affect \(P\). The contour derivation, which does not use the factor, leads to the same result. The series gives the final return amplitude but not the course of the passage.

Neither derivation justifies treating the nuclei as a classical particle of constant speed. That assumption was made before either began, so their agreement says nothing about it.

### From one passage to a reaction

Let the quartet energy rise and the doublet energy fall towards the product side, \(x>0\). A quartet that fails to change spin climbs its surface, turns round and meets the crossing again. Assume that energy and spin substate are kept between passages and that quantum phases can be ignored.

Let \(p_1\) be the probability of ending as product for a quartet approaching the crossing from the product side, and \(p_2\) that for a doublet approaching from the reactant side. The quartet either keeps its spin and is lost to the reactants, or changes spin, climbs the doublet surface and returns as the second case. The doublet either keeps its spin and leaves as product, or changes spin and returns as the first case. Hence

\[
p_1=P\,p_2,\qquad p_2=(1-P)+P\,p_1 .
\]

Substitution gives \(p_1(1-P^2)=P(1-P)\), so \(p_1=P/(1+P)\). A fresh reactant changes spin at once or comes back as the first case:

\[
R=P+(1-P)\frac{P}{1+P}=\frac{2P}{1+P}. \tag{7}
\]

Now average over a thermal population. Let \(\varepsilon=\mu v^2/2\) be the kinetic energy normal to the seam at the crossing. The flux of arriving systems is proportional to \(v\,e^{-\varepsilon/kT}dv\), and \(\mu v\,dv=d\varepsilon\). With the spin factor 1/2, the transmission coefficient is

\[
\kappa=\frac12\int_0^\infty R(\varepsilon)\,e^{-\varepsilon/kT}\frac{d\varepsilon}{kT},
\qquad k_{\rm r}=\kappa\,\frac{kT}{h}\,e^{-\Delta G/kT}. \tag{8}
\]

The factor \(kT/h\) is the thermal flux \(\int_0^\infty e^{-\varepsilon/kT}d\varepsilon/h\). The free energy \(\Delta G\) of the seam relative to the reactant contains the other degrees of freedom, with all four quartet substates counted. The factor 1/2 gives a rate constant for the whole population only if the substates mix in the reactant well faster than the reaction proceeds.

For weak coupling \(R\approx2P\approx4\pi\Lambda\). The average of \(1/v\) is \(\sqrt{\mu/2kT}\,\Gamma(1/2)\), so

\[
\kappa\approx\frac{2\pi\sigma^2}{\hbar\,\Delta F}\sqrt{\frac{\pi\mu}{2kT}} .
\]

### Worked example

Take \(T=500\) K, \(\sigma=15\) meV, slopes \(\pm10\) eV/nm, \(\mu=20\) u and \(\Delta G=1.0\) eV. Then \(kT=43.1\) meV and \(\Delta F=20\) eV/nm. At \(\varepsilon=kT\) the speed is \(\sqrt{2kT/\mu}=645\) m/s, and

\[
\hbar v\,\Delta F=8.49\times10^{-3}\ \text{eV}^2,\qquad
2\pi\Lambda=\frac{2\pi(0.015\ \text{eV})^2}{8.49\times10^{-3}\ \text{eV}^2}=0.167 .
\]

With unrounded values carried through, \(P=1-e^{-2\pi\Lambda}=0.153\) and \(R=2P/(1+P)=0.266\).

Numerical integration of (8) gives \(\kappa=0.175\). Counting the first passage alone would give 0.113. The weak-coupling formula gives \(2\pi\Lambda\sqrt\pi=0.295\), with \(\Lambda\) taken at \(\varepsilon=kT\). This is too high because the formula replaces \(R\) by \(4\pi\Lambda\), which is larger than \(R\) at every speed and grows without limit for slow systems. With everything else fixed, \(\kappa\) is 0.188 at 400 K and 0.164 at 600 K.

The rate without the spin restriction is 867 s\(^{-1}\). Multiplication by \(\kappa\) gives 151 s\(^{-1}\), or a mean reaction time of 6.6 ms.

### Where the result fails

The gap sweep and \(\hbar\) define a transition time \(\tau=\sqrt{\hbar/(v\,\Delta F)}\) and a length \(v\tau\). Constant speed requires the energy change \(Fv\tau\) on a surface of slope \(F\) to be small compared with \(\varepsilon\). In the example \(v\tau=0.0046\) nm at \(\varepsilon=kT\), and the energy change is \(1.07\,kT\). The condition fails for a typical thermal system.

The classical treatment as a whole can be tested by treating the nuclear motion as a quantum wave. This also brings in tunnelling and interference between passages, so it does not isolate the effect of the changing speed. The two coupled Schrödinger equations were solved by finite differences on the same linear surfaces, between \(x=-0.06\) and \(+0.06\) nm, with a flat surface beyond each end for the open channel and a hard wall for the closed one. The wave enters as a quartet, and the flux leaving as a doublet gives the reaction probability.

- For a mass of 200 u, averaged over energies from 0.20 to 0.42 eV with a smooth bell-shaped weight, the quantum probability is 0.304 at \(\sigma=15\) meV and 0.706 at 30 meV. Equation (7), averaged in the same way, gives 0.304 and 0.706. The classical picture works in this regime for the energy average. At single energies the quantum probability oscillates, between about 0 and 0.58 at 15 meV and between about 0 and 0.94 at 30 meV.
- For the example's mass at \(\varepsilon=kT\), the quantum probability is 0.438 (0.439 on unbounded linear surfaces), against 0.266 from (7). It oscillates with energy: at \(\varepsilon=1.5\,kT\) it is about 0.06, against 0.23 from (7), so a single energy does not measure the error of the average.
- The thermal average, which now includes energies below the crossing, gives \(\kappa=0.255\). This is 1.46 times the Landau-Zener value.
- With \(\sigma\) reduced to 1 meV and the rest fixed, the quantum average is 1.03 times the weak-coupling formula.

For the example's mass, slopes and temperature, the weak-coupling formula is therefore low by about 3% at a coupling of 1 meV, and (8) by about 3.5%, even though constant speed fails for typical systems. The calculation does not isolate the cause of the larger excess at 15 meV.

Two other neglected effects are small here. Adding \(\tfrac12Kx^2\) with \(K=100\) eV/nm\(^2\) to the quartet surface changes the quantum \(\kappa\) by less than 1%. A zero-field splitting of 10 meV between the \(M=\pm1/2\) and \(M=\pm3/2\) pairs was included by stepwise time propagation of all six spin states at \(\varepsilon=kT\), with \(\mathbf n\) equally inclined to the three spin axes. The one-passage probability, for equal populations of the four substates, was 0.0767 with and without the splitting. With thermal populations and all passages included, the quantum \(\kappa\) for this orientation is 0.254 instead of 0.255. With \(\mathbf n\) along the axis of the splitting it is 0.268 when the \(M=\pm1/2\) pair lies lower and 0.239 when it lies higher, a change of 5 to 6%.

The parameters are rough, round values and were not computed for a particular molecule. With them, the reaction time of 6.6 ms would be short beside a precursor pulse of, say, 0.1 s. The mass of 20 u assumes heavy-atom motion, but ligand exchange on a hydroxylated surface can also move hydrogen. With \(\mu=1\) u and the other values fixed, Landau-Zener theory gives \(\kappa=0.055\) and quantum scattering gives 0.114, so the formula is low by a factor of about two. A real surface also exchanges energy with the system between passages, which (7) leaves out. This does not simply reduce \(\kappa\) to the one-passage value: a quartet that fails at its first passage is on the upper surface and must return through the seam, and if it has lost energy it returns more slowly, with a larger \(P\). Removing a tenth of the kinetic energy on each excursion gives \(\kappa\approx0.176\) instead of 0.175. Friction alone, without thermal noise, likewise raises \(\kappa\), to 0.19 for a damping time of 20 fs and 0.22 for 5 fs. In Langevin dynamics, with friction and thermal noise, part of the flux through the seam belongs to systems that have crossed it before and must not be counted again. Counting only direct arrivals from the reactant side, \(\kappa\) is lower by about 0.01 at a damping time of 20 fs and falls to about 0.15 at 10 fs and 0.12 at 5 fs. The seam free energy matters more than any of these: an error of 0.1 eV changes the rate at 500 K by a factor \(e^{0.1/0.0431}\), about ten.
